\section*{Dyson Orbitals and the Sudden Photoionization Amplitude, Applied to Phenol, part 2}

Light removes an electron from a neutral $N$-electron molecule in state $\Psi_0$, leaving the cation state $\Psi_I$. Atomic units are used unless others are stated. The Dyson orbital $\phi_I$ is $\sqrt N$ times the overlap of $\Psi_I$ with $\Psi_0$; its squared norm is the pole strength $P_I$. The sudden final state $F$ is an antisymmetrized product of $\Psi_I$ and an electron wave $k$. For $D=\sum_i d(i)$, with $d=\mathbf r$ in length form, the amplitude is the Dyson term $\langle k|d|\phi_I\rangle$ plus a conjugate term, in which the light acts on the electrons left behind. If $k$ is empty in $\Psi_0$ (strong orthogonality), the conjugate term vanishes and
\begin{equation}
\langle F|D|\Psi_0\rangle=\langle k|d|\phi_I\rangle .
\label{eq:main}
\end{equation}
Otherwise the Dyson term can depend on the origin; both terms together do not, once the nuclear dipole is included. For phenol at 13.5 nm, the Dyson term with a bare plane wave gave 8.7 Mb with the origin at the centre of nuclear charge and 19 Mb with it on oxygen.

For a closed-shell neutral determinant with occupied orbitals $\varphi_1,\dots,\varphi_n$ and a relaxed cation determinant,
\begin{equation}
\phi_I=\sum_{j=1}^n g_j\varphi_j,\qquad P_I=\sum_{j=1}^n g_j^2 ,
\label{eq:detdyson}
\end{equation}
where the $g_j$ come from orbital overlaps. In the Koopmans limit the cation keeps the neutral orbitals, $\phi_I=\varphi_n$ and $P_I=1$. The complete amplitude is also the derivative, at $\lambda=0$, of the overlap determinants with $\varphi_j$ replaced by $(1+\lambda d)\varphi_j$.

Subtracting from a plane wave $|\mathbf k\rangle$ its components in all $\varphi_j$ gives the orthogonalized wave $\mathbf k_\perp$. With $\mathbf M=\langle\mathbf k_\perp|\mathbf r|\phi_I\rangle$, photon energy $\omega$, ionization energy $E_I$, $k^2/2=\omega-E_I$ and fine-structure constant $\alpha$, the cross section for random orientation is
\begin{equation}
\sigma=2\,\frac{4\pi^2\alpha\omega k}{3}\sum_{c=x,y,z}\int d\Omega\,|M_c|^2 .
\label{eq:sigma}
\end{equation}
Two earlier checks appear in the final list: a toy model of random three- and two-electron states, and a driven 1s state testing the prefactor.

\subsection{What the length and velocity forms reveal}

Consider one electron with Hamiltonian $h=-\nabla^2/2+v(\mathbf r)$. The local potential commutes with $\mathbf r$, so $[\mathbf r,h]=\nabla$. Between eigenstates $i$ and $f$ whose energies differ by $\omega$,
\begin{equation}
\langle f|\nabla|i\rangle=(\varepsilon_i-\varepsilon_f)\langle f|\mathbf r|i\rangle
=-\omega\langle f|\mathbf r|i\rangle .
\label{eq:gauge}
\end{equation}
The length amplitude $\langle f|\mathbf r|i\rangle$ and the velocity amplitude $-\langle f|\nabla|i\rangle/\omega$ then agree. A plane wave is an eigenstate of the kinetic energy alone: $\langle\mathbf k|h=(k^2/2)\langle\mathbf k|+\langle\mathbf k|v$. The same commutator now gives
\begin{equation}
\langle\mathbf k|\nabla|i\rangle=-\omega\langle\mathbf k|\mathbf r|i\rangle
-\langle\mathbf k|v\,\mathbf r|i\rangle .
\label{eq:gap}
\end{equation}
The last term measures the potential missing from the outgoing wave.

For hydrogen 1s, $v\,\mathbf r=-\hat{\mathbf r}$ and $\nabla|i\rangle=-\hat{\mathbf r}|i\rangle$. The last term of Eq.~(\ref{eq:gap}) is therefore $+\langle\mathbf k|\hat{\mathbf r}|i\rangle=-\langle\mathbf k|\nabla|i\rangle$. Moving it to the left gives
\begin{equation}
2\langle\mathbf k|\nabla|i\rangle=-\omega\langle\mathbf k|\mathbf r|i\rangle .
\label{eq:factor}
\end{equation}
The length amplitude is twice the velocity amplitude, and its cross section is four times as large, at every energy. With the true Coulomb wave the two forms agree, and at 13.5 nm they give 0.0252 Mb. The plane wave gives 8.57 times this value in length form and 2.14 times in velocity form. Both are too large, so in this case the two forms do not bracket the correct value. Their disagreement signals an error but does not bound it.

\subsection{The hole in phenol}

Phenol serves here as a model of the hydroxyphenyl side group of poly(4-hydroxystyrene), a resist polymer. The model molecule is planar and idealized, with a regular carbon ring. The bond lengths are 1.39 \AA{} for CC, 1.08 \AA{} for CH, 1.37 \AA{} for CO and 0.96 \AA{} for OH, and the COH angle is $109^\circ$. The neutral is treated by restricted Hartree--Fock and the cation by restricted open-shell Hartree--Fock, both in the 6-31G basis. These mean-field energies omit electron correlation, and the basis is small.

Removing an electron from the highest occupied orbital with all orbitals frozen costs 8.637 eV. This is minus the orbital energy, because that energy contains the one-electron term of the removed electron and its interactions with all the others. Reoptimizing the cation gives
\begin{equation}
E_I=(-305.153604+305.444427)\ \text{hartree}=7.914\ \text{eV}.
\label{eq:ie}
\end{equation}
The relaxation energy is the difference, 0.723 eV. A photon of 13.5 nm carries 91.84 eV, so the electron leaves with $91.84-7.91=83.93$ eV and $k=2.484$ in inverse bohr.

The relaxed determinants give $P_I=0.9765$, and the highest occupied orbital carries 0.9993 of this squared norm. In this model relaxation thus lowers the squared norm by 2.35\%, and only 0.07\% of what remains lies in other orbitals. If the change of shape is ignored, $\phi_I\simeq\sqrt{P_I}\,\varphi_n$ up to a sign, and the cross section should be $P_I$ times the Koopmans value at the same $k$. The Koopmans value is 4.015 Mb in length form, and $0.9765\times4.015=3.921$ Mb. The full calculation gives 3.915 Mb. These digits belong to the 6-31G basis. In cc-pVDZ, at the same $k$, the Koopmans value moves from 4.015 to 4.14 Mb, so the phenol cross sections below carry a basis uncertainty of at least a few per cent.

The determinants also test the amplitude itself. For emission along $(0.4,0.5,0.77)$, the derivative of the overlap determinants for the orthogonalized wave gives a dipole vector of length $6.8037\times10^{-2}$ atomic units. The Dyson matrix element gives the same length to these digits.

The numbers at the beginning can now be put in order. All are in length form, at the same $k$:
\begin{center}
\begin{tabular}{lc}
Outgoing wave and terms kept & $\sigma$ (Mb)\\
bare, Dyson term, origin at charge centre & 8.73\\
bare, Dyson term, origin on oxygen & 18.95\\
bare, both terms, origin at charge centre & 4.57\\
orthogonalized, either origin & 3.92
\end{tabular}
\end{center}
At the centre of nuclear charge the nuclear dipole vanishes, so the third line needs no nuclear term. It still differs from the fourth. The bare wave is the orthogonalized wave plus components in the occupied orbitals, and adding such a component to the cation makes a bound $N$-electron determinant. Its dipole matrix element with $\Psi_0$ does not describe an escaping electron. Orthogonalization removes this part.

\subsection{How large the neglected effects are}

The largest warning comes from the outgoing wave. In velocity form the orthogonalized wave gives 0.293 Mb, smaller than the length result by a factor of 13. Relaxation is not the cause: with the frozen orbital, the ratio is also about 13. In the cc-pVDZ basis the frozen velocity value falls from 0.308 to 0.285 Mb and the ratio rises to about 14.5, so this larger basis does not close the gap. Equation~(\ref{eq:gap}) suggests the missing molecular potential as the main source. For phenol this remains a conjecture, because the nonlocal exchange potential and the finite basis also spoil the equality of the two forms. Neither value should be read as a prediction of the absolute cross section.

Correlation among the $\pi$ electrons was sized by a configuration interaction calculation with eight electrons in ten $\pi$ orbitals, keeping the $\sigma$ orbitals of the neutral. The lowest cation state lies at 8.54 eV with pole strength 0.905. Its normalized Dyson orbital overlaps that of the determinants by 0.997. With the same outgoing wave and energy, the length cross section is 3.66 Mb, 6\% below the determinant result. Here Eq.~(\ref{eq:main}) is an approximation, since the correlated neutral also occupies orbitals to which the wave was not made orthogonal. The Dyson term alone then depends on the origin again: 3.66 Mb holds at the centre of nuclear charge, and the origin on oxygen gives 3.51 Mb, 10\% below. The conjugate term that remains is not small. Including it at the charge centre gives 2.89 Mb, 26\% below the determinant result. The 6\% is therefore not the effect of correlation on the cross section, and for a correlated neutral the condition of strong orthogonality cannot be ignored. The ionization energy is above 7.91 eV, but the two calculations differ in several respects: this one includes $\pi$ correlation, lacks $\sigma$ relaxation, and uses only ten of the fourteen $\pi$ orbitals in the basis.

The next two states of this calculation, which allows no holes in $\sigma$ orbitals, lie at 9.25 and 11.71 eV, with pole strengths 0.890 and 0.706. The lower strength of the latter means that a single electron removal describes it less well. A fourth state at 13.25 eV has pole strength zero to four decimals. This state is a quartet, with $\langle S^2\rangle=15/4$, and removing one electron from a singlet can only leave a doublet.

For the sudden assumption, compare two times. The electron moves at 5.43 nm/fs and crosses the molecular length of 0.562 nm in 0.10 fs. The second is the response time of the electrons left behind. It is not $\hbar/(0.723\ \text{eV})=0.91$ fs, because the relaxation energy is not an excitation energy. The frozen hole contains the relaxed cation state with weight $g_n^2=0.9765\times0.9993=0.976$. If the relaxed state is treated as an eigenstate, the remaining weight of 0.024 must account for the whole 0.723 eV. It then lies on average about 30 eV higher. The relaxed determinant is not an exact eigenstate, and keeping its Hamiltonian coupling to the remainder lowers the figure to about 24 eV. This is only an order of magnitude, and it points to a time of some hundredths of a femtosecond. Much of the response can thus take place while the outgoing electron is still crossing the molecule. The comparison does not justify the sudden approximation for this hole, and the resulting error in the cross section was not evaluated.

The dipole approximation treats the field as uniform over the molecule. The photon wave number times the molecular length is 0.26, so the phase of the light changes by at most this angle between the outermost atoms. That is a modest but visible variation, and it could matter for angular distributions.

\subsection{The number in a resist}

Take an incident dose of 30 mJ/cm$^2$, a round value of the order used in extreme-ultraviolet exposure. Dividing by the photon energy gives 20.4 photons per nm$^2$. Since 1 Mb is $10^{-4}$ nm$^2$, the expected number of holes per phenol group in this channel is
\begin{equation}
20.4\times3.92\times10^{-4}=8.0\times10^{-3}
\label{eq:holes}
\end{equation}
in length form, and $6.0\times10^{-4}$ in velocity form. These are direct photoholes near the film surface. Holes made later by secondary electrons are not counted, nor are holes that move to this orbital from deeper ones.

The channel is a small part of the whole. Summed over all 18 valence orbitals in the Koopmans limit, the model gives 41.8 Mb in length form and 4.7 Mb in velocity form. The highest orbital supplies about 10\% and 7\% of these sums; its share of the true absorption may differ, since the outgoing wave is poor. A real polymer film offers a rough comparison. With about six side groups per nm$^3$, the two sums correspond to absorption coefficients of about 25 and 3 per micrometre, if absorption is identified with valence ionization. Organic resists typically absorb a few per micrometre at this wavelength. The length result is therefore far too high. The closeness of the velocity result does not validate it: the polymer backbone is missing from the model, and for hydrogen the velocity form was too large by a factor of two.

The film also breaks the assumption of an isolated molecule. A unit charge in a cavity of radius $a$ has field energy $1/(2a)$ outside the cavity in vacuum, and $1/(2\varepsilon a)$ in a medium of permittivity $\varepsilon$. The ionization energy is lowered by
\begin{equation}
\Delta E=\frac{1}{2a}\left(1-\frac1\varepsilon\right).
\label{eq:born}
\end{equation}
The nuclei of the medium are too slow to respond during ionization, so $\varepsilon$ is the optical permittivity, which contains the electronic response alone. For the rough values $a=0.35$ nm and $\varepsilon=2.5$ this is 1.23 eV. A sphere is a crude cavity for a planar molecule, so only the size of the shift is meaningful. The faster electron lowers the length cross section from 3.92 to 3.76 Mb, a change of 4\%. Scattering of the electron by neighbouring molecules is not included in this estimate. Of the effects sized here, the treatment of the outgoing wave matters most for the absolute number of holes, and a natural next step is to replace $\mathbf k_\perp$ by a scattering state of the cation's potential that remains strongly orthogonal to the neutral. The full numerical output follows the text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
toy model: |conjugate term| / |Dyson term| = 0.467
driven 1s: time-evolution / golden-rule cross section = 1.0000
H 1s at 13.5 nm, Coulomb wave: 0.0252 Mb
H 1s plane wave / Coulomb: length 8.570, velocity 2.143
phenol bonds CC, CH, CO, OH: 1.39, 1.08, 1.37, 0.96 angstrom; angle COH 109.0 deg
basis functions: 75; electrons: 50
photon: 13.5 nm = 91.84 eV
neutral RHF energy: -305.444427 hartree
cation ROHF energy: -305.153604 hartree
ionization energy, frozen orbitals: 8.637 eV
ionization energy, relaxed cation: 7.914 eV
relaxation energy: 0.723 eV
Dyson pole strength, relaxed determinants: 0.9765
HOMO share of the Dyson norm: 0.9993
electron kinetic energy: 83.93 eV; k = 2.4836 1/bohr
one direction: |determinant amplitude| = 6.803679e-02 a.u.
one direction: |Dyson amplitude| = 6.803690e-02 a.u.
cross section, orthogonalized wave, length: 3.9151 Mb
cross section, orthogonalized wave, velocity: 0.2934 Mb
bare plane wave, Dyson term only: 8.7320 Mb
bare plane wave, both terms: 4.5690 Mb
bare wave, Dyson term, origin on oxygen: 18.9502 Mb
orthogonalized wave, origin on oxygen: 3.9151 Mb
Koopmans orbital, length: 4.0151 Mb
pole strength times Koopmans value: 3.9207 Mb
pi-CI cation state 1: 8.536 eV, pole strength 0.9050
pi-CI cation state 2: 9.247 eV, pole strength 0.8902
pi-CI cation state 3: 11.708 eV, pole strength 0.7060
pi-CI cation state 4: 13.245 eV, pole strength 0.0000
normalized overlap of CI and determinant Dyson orbitals: 0.9973
CI Dyson orbital, same wave, length: 3.6646 Mb
all 18 valence orbitals, Koopmans, length: 41.800 Mb
all 18 valence orbitals, Koopmans, velocity: 4.664 Mb
HOMO share of valence sum: length 0.0961, velocity 0.0660
dose 30 mJ/cm2 = 20.39 photons/nm2
holes of this channel per phenol group, length: 7.982e-03
holes of this channel per phenol group, velocity: 5.981e-04
molecular length: 0.562 nm; electron speed: 5.433 nm/fs
crossing time: 0.1034 fs; hbar/relaxation energy: 0.9100 fs
photon wave number times molecular length: 0.261
film inputs: permittivity 2.5, cavity radius 0.35 nm
Born shift of ionization energy: 1.234 eV
cross section with Born shift, length: 3.7600 Mb
\end{verbatim}
